# Electrostatic Energy of Parallel and Checkerboard Dipoles on a Square Lattice: test program

```python
# Result under test: upright dipoles on a square lattice have energy W*S/2 each,
# W = p^2/(4 pi eps0 kappa a^3), with S = 4 zeta(3/2) beta(3/2) (parallel) and
# S = -(1-1/sqrt(2)) times that (checkerboard), the lowest of all +-p patterns.
# p: dipole moment, a: lattice spacing, kappa: relative permittivity.
# Lattice sums below use a = 1; beta is the alternating sum over odd integers.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import zeta

pi = np.pi

# Direct sums over a disc, with the continuum value of the part outside it
R = 400
axis = np.arange(-R, R + 1)
m, n = np.meshgrid(axis, axis, indexing="ij")
rr = m**2 + n**2
keep = (rr > 0) & (rr <= R**2)
m, n, rr = m[keep], n[keep], rr[keep]
r = np.sqrt(rr)
sign = 1 - 2 * ((m + n) % 2)
inv3 = r**-3.0
S_par_direct = inv3.sum() + 2 * pi / R
S_chk_direct = (sign * inv3).sum()
zeta32 = zeta(1.5, 1)
beta32 = (zeta(1.5, 0.25) - zeta(1.5, 0.75)) / 4**1.5
S_par = 4 * zeta32 * beta32
S_chk = -(1 - 1 / np.sqrt(2)) * S_par
assert abs(S_par_direct - S_par) < 2e-5
assert abs(S_chk_direct - S_chk) < 2e-5
small_disc = inv3[rr <= 100].sum()

# Number of lattice points at each squared distance against the divisor rule
counts = np.bincount(rr[rr <= 400], minlength=401)
for N in range(1, 401):
    rule = 4 * sum((0, 1, 0, -1)[d % 4] for d in range(1, N + 1) if N % d == 0)
    assert counts[N] == rule

# Pair energy from four Coulomb terms in the short-dipole limit
for distance in (1.0, 1.7):
    d = 1e-3
    four = (2 / distance - 2 / np.hypot(distance, d)) / d**2
    assert abs(four * distance**3 - 1) < 1e-5

# Theta representation of the sum for an arbitrary wave vector
def theta(q, t):
    if t >= 1:
        j = np.arange(1, 9)
        return 1 + 2 * np.sum(np.exp(-t * j**2) * np.cos(q * j))
    k = np.arange(-5, 6)
    return np.sqrt(pi / t) * np.sum(np.exp(-(q + 2 * pi * k)**2 / (4 * t)))

def wave_sum(qx, qy):
    def f(u):
        return 2 * u**2 * (theta(qx, u * u) * theta(qy, u * u) - 1)
    return 2 / np.sqrt(pi) * (quad(f, 0, 1)[0] + quad(f, 1, 7)[0])

S_stripe = wave_sum(pi, 0)
stripe_direct = ((1 - 2 * (m % 2)) * inv3).sum()
assert abs(wave_sum(0, 0) - S_par_direct) < 2e-5
assert abs(wave_sum(pi, pi) - S_chk_direct) < 2e-5
assert abs(S_stripe - stripe_direct) < 2e-5
for t in (0.3, 1.0, 2.5):
    x, j = np.exp(-t), np.arange(1, 200)
    for q in (0.0, 1.1, 2.3, pi):
        product = np.prod((1 - x**(2 * j)) *
                          (1 + 2 * x**(2 * j - 1) * np.cos(q) + x**(4 * j - 2)))
        assert abs(product - theta(q, t)) < 1e-10
q_grid = np.linspace(0, pi, 7)
scan = np.array([[wave_sum(qx, qy) for qy in q_grid] for qx in q_grid])
assert np.unravel_index(scan.argmin(), scan.shape) == (6, 6)

# Every sign pattern of a periodic 4 x 4 cell
cell_coupling = np.bincount((m % 4) * 4 + n % 4, weights=inv3, minlength=16)
cell_coupling = (cell_coupling + 2 * pi / (16 * R)).reshape(4, 4)
ix, iy = np.divmod(np.arange(16), 4)
J = cell_coupling[(ix[:, None] - ix) % 4, (iy[:, None] - iy) % 4]
spins = (((np.arange(65536)[:, None] >> np.arange(16)) & 1) * 2 - 1).astype(float)
S_all = np.sum((spins @ J) * spins, axis=1) / 16
staggered = spins @ (1.0 - 2 * ((ix + iy) % 2)) / 16
lowest = np.flatnonzero(S_all < S_all.min() + 1e-6)
assert len(lowest) == 2 and np.all(np.abs(staggered[lowest]) == 1)
assert abs(S_all.min() - S_chk) < 5e-5

# Potential above a dipole of the parallel sheet: 2 pi plus a decaying ripple,
# so the step across the sheet is 4 pi in lattice units
g = 2 * pi * np.arange(-12, 13)
G_sheet = np.hypot(g[:, None], g[None, :])
one_side = {}
for z in (1.0, 2.0, 4.0):
    value = (z / (rr + z * z)**1.5).sum() + 1 / z**2
    one_side[z] = value + 2 * pi * z / np.hypot(R, z)
    assert abs(one_side[z] - 2 * pi * np.exp(-G_sheet * z).sum()) < 2e-5
assert abs(one_side[4.0] - 2 * pi) < 2e-5
ripple = one_side[1.0] / (2 * pi) - 1

# Worked example
p_debye, a_nm, kappa, T = 0.8, 0.5, 3.9, 300.0
p = p_debye * 1e-21 / const.c
a = a_nm * 1e-9
e = const.e
W = p**2 / (4 * pi * const.epsilon_0 * kappa * a**3) / e * 1e3
U_par, U_chk = W * S_par / 2, W * S_chk / 2
gap = U_par - U_chk
step = p / (const.epsilon_0 * kappa * a**2)
kT = const.k * T / e * 1e3

# Finite dipole length
length_nm = 0.2
far = np.sqrt(rr + (length_nm / a_nm)**2)
change = 2 / (r * far * (r + far)) - inv3
S_par_long = S_par + change.sum()
S_chk_long = S_chk + (sign * change).sum()
assert S_chk_long < S_par_long

# Grounded electrodes: explicit images, summed along the normal first
film_nm, height_nm = 3.0, 1.0
L, h0 = film_nm / a_nm, height_nm / a_nm
side = np.arange(-40, 41)
gx, gy = np.meshgrid(side, side, indexing="ij")
rho2 = (gx**2 + gy**2).astype(float)
alt = 1.0 - 2 * ((gx + gy) % 2)

def upright_pair(Z):
    s2 = rho2 + Z * Z
    return (s2 - 3 * Z * Z) / (s2 * s2 * np.sqrt(s2))

total = np.zeros_like(rho2)
other = rho2 > 0
total[other] = rho2[other]**-1.5
for k in range(-1500, 1501):
    if k != 0:
        total += upright_pair(2 * k * L)
    total += upright_pair(2 * k * L - 2 * h0)
S_par_plates, S_chk_plates = total.sum(), (alt * total).sum()
assert abs(S_par_plates - (S_par - 4 * pi / L)) < 1e-4
assert abs(S_chk_plates - S_chk) < 1e-4
assert S_chk_plates < S_par_plates

# Half-space of higher permittivity: image strength from boundary conditions
kappa_high, offset_nm = 20.0, 0.2
reflected, _ = np.linalg.solve([[1, -1], [kappa, kappa_high]], [-1, kappa])
strength = -reflected
assert abs(strength - (kappa_high - kappa) / (kappa_high + kappa)) < 1e-12
Z = 2 * offset_nm / a_nm
s2 = rr + Z * Z
layer = (s2 - 3 * Z * Z) / s2**2.5
edge = np.hypot(R, Z)
image_par = layer.sum() - 2 / Z**3 + 2 * pi * (1 / edge - Z * Z / edge**3)
image_chk = (sign * layer).sum() - 2 / Z**3
for shift, direct in ((0.0, image_par), (pi, image_chk)):
    G = np.hypot(g[:, None] + shift, g[None, :] + shift)
    assert abs(-2 * pi * np.sum(G * np.exp(-G * Z)) - direct) < 5e-5
S_par_high = S_par + strength * image_par
S_chk_high = S_chk + strength * image_chk
assert S_chk_high < S_par_high

# Thermal averages over the enumerated cell
weight = np.exp(-8 * W * (S_all - S_all.min()) / kT)
weight /= weight.sum()
order_T = np.sum(weight * staggered**2)
order_random = np.mean(staggered**2)
U_T = np.sum(weight * W * S_all / 2)
prob_chk = weight[lowest].sum()

# Applied field; pE in meV for a field in MV/cm
pE_unit = p * 1e8 / e * 1e3
field_cross = gap / pE_unit
field_use = 5.0
alignment = spins.mean(axis=1)

def lowest_in_field(field):
    energy = W * S_all / 2 - pE_unit * field * alignment
    best = energy.argmin()
    return energy[best], alignment[best]

E_cross, align_cross = lowest_in_field(field_cross)
E_use, align_use = lowest_in_field(field_use)

print(f"zeta(3/2) = {zeta32:.6f}, beta(3/2) = {beta32:.6f}")
print(f"S parallel: formula {S_par:.6f}, direct {S_par_direct:.6f}")
print(f"S checkerboard: formula {S_chk:.6f}, direct {S_chk_direct:.6f}")
print(f"S parallel, sites within 10 a only: {small_disc:.4f}")
print(f"same plus outer part 2 pi/10: {small_disc + 2*pi/10:.4f}")
print(f"S for alternating rows: {S_stripe:.6f}")
print(f"S gap, parallel minus checkerboard: {S_par - S_chk:.6f}")
print(f"lowest S of 65536 patterns, 4x4 cell: {S_all.min():.5f}")
print(f"number of patterns at that minimum: {len(lowest)}")
print(f"dipole moment p = {p_debye} D = {p:.4e} C m")
print(f"spacing a = {a_nm} nm, kappa = {kappa}, T = {T:.0f} K")
print(f"energy scale W = {W:.4f} meV")
print(f"U parallel = {U_par:.3f} meV per dipole")
print(f"U checkerboard = {U_chk:.3f} meV per dipole")
print(f"energy gap = {gap:.3f} meV = {gap*1e-3*e:.3e} J per dipole")
print(f"voltage step of parallel sheet = {step:.4f} V")
print(f"relative ripple at height a above a dipole = {100*ripple:.3f} %")
print(f"dipole length {length_nm} nm: S parallel {S_par_long:.3f}")
print(f"dipole length {length_nm} nm: S checkerboard {S_chk_long:.3f}")
print(f"electrode gap {film_nm} nm, sheet {height_nm} nm from one")
print(f"grounded electrodes: S parallel {S_par_plates:.4f}")
print(f"grounded electrodes: S checkerboard {S_chk_plates:.4f}")
print(f"electrode shift -4 pi a/L = {-4*pi/L:.4f}")
print(f"half-space kappa {kappa_high:.0f} at {offset_nm} nm from dipoles")
print(f"image dipole strength = {strength:.4f}")
print(f"near half-space: S parallel {S_par_high:.3f}")
print(f"near half-space: S checkerboard {S_chk_high:.3f}")
print(f"energy gap without screening (kappa=1) = {gap*kappa:.2f} meV")
print(f"kT = {kT:.2f} meV, gap/kT = {gap/kT:.4f}")
print(f"4x4 cell at T: mean energy {U_T:.4f} meV per dipole")
print(f"4x4 cell at T: mean square staggered order {order_T:.4f}")
print(f"same for random signs: {order_random:.4f}")
print(f"4x4 cell at T: checkerboard probability {prob_chk:.2e}")
print(f"field where parallel equals checkerboard {field_cross:.3f} MV/cm")
print(f"lowest 4x4 state there: {E_cross:.3f} meV per dipole")
print(f"its mean alignment: {align_cross:.3f}")
print(f"rough operating field {field_use} MV/cm: pE = {pE_unit*field_use:.3f} meV")
print(f"parallel energy in that field {U_par-pE_unit*field_use:.3f} meV")
print(f"lowest 4x4 state in that field {E_use:.3f} meV per dipole")
print(f"its mean alignment: {align_use:.3f}")
print("checks complete")
```

Printed output:

```
zeta(3/2) = 2.612375, beta(3/2) = 0.864503
S parallel: formula 9.033622, direct 9.033621
S checkerboard: formula -2.645887, direct -2.645887
S parallel, sites within 10 a only: 8.4079
same plus outer part 2 pi/10: 9.0362
S for alternating rows: -0.935462
S gap, parallel minus checkerboard: 11.679508
lowest S of 65536 patterns, 4x4 cell: -2.64589
number of patterns at that minimum: 2
dipole moment p = 0.8 D = 2.6685e-30 C m
spacing a = 0.5 nm, kappa = 3.9, T = 300 K
energy scale W = 0.8194 meV
U parallel = 3.701 meV per dipole
U checkerboard = -1.084 meV per dipole
energy gap = 4.785 meV = 7.667e-22 J per dipole
voltage step of parallel sheet = 0.3091 V
relative ripple at height a above a dipole = 0.804 %
dipole length 0.2 nm: S parallel 8.485
dipole length 0.2 nm: S checkerboard -2.302
electrode gap 3.0 nm, sheet 1.0 nm from one
grounded electrodes: S parallel 6.9392
grounded electrodes: S checkerboard -2.6459
electrode shift -4 pi a/L = -2.0944
half-space kappa 20 at 0.2 nm from dipoles
image dipole strength = 0.6736
near half-space: S parallel 8.197
near half-space: S checkerboard -4.923
energy gap without screening (kappa=1) = 18.66 meV
kT = 25.85 meV, gap/kT = 0.1851
4x4 cell at T: mean energy -0.0207 meV per dipole
4x4 cell at T: mean square staggered order 0.0681
same for random signs: 0.0625
4x4 cell at T: checkerboard probability 6.03e-05
field where parallel equals checkerboard 2.873 MV/cm
lowest 4x4 state there: -1.935 meV per dipole
its mean alignment: 0.500
rough operating field 5.0 MV/cm: pE = 8.328 meV
parallel energy in that field -4.627 meV
lowest 4x4 state in that field -4.627 meV per dipole
its mean alignment: 1.000
checks complete
```
